\section*{Moriya's rules for the antisymmetric exchange vector, derived in two ways}

\section{The result}

Two magnetic sites $A$ and $B$ lie on the $x$ axis at $-a$ and $+a$, with midpoint $C$. Their bilinear exchange energy contains the antisymmetric term
\begin{equation}
E_{\rm anti}=\mathbf D\cdot(\mathbf S_A\times\mathbf S_B).
\label{anti}
\end{equation}
Let a symmetry operation with orthogonal matrix $R$ map the bond and its entire surroundings onto themselves. Put $s=+1$ if it keeps $A$ and $B$ in place and $s=-1$ if it exchanges them. Then
\begin{equation}
\boxed{\;\mathbf D=s\,P\,\mathbf D,\qquad P=(\det R)\,R\;}
\label{law}
\end{equation}
and Moriya's rules follow:
\begin{enumerate}
\item An inversion centre at $C$ gives $\mathbf D=0$.
\item A mirror plane through $C$ perpendicular to $AB$ gives $\mathbf D\perp AB$.
\item A mirror plane containing $A$ and $B$ gives $\mathbf D$ perpendicular to that plane.
\item A twofold axis through $C$ perpendicular to $AB$ gives $\mathbf D$ perpendicular to that axis.
\item An $n$-fold axis along $AB$, $n\ge2$, gives $\mathbf D\parallel AB$.
\end{enumerate}
The rules state which components are permitted. They do not say how large a permitted component is.

Atomic units are used in the algebra, so $\hbar=1$ and spins are dimensionless. Both spins are referred to one global frame, and there is no external magnetic field.

\section{First derivation: invariance of the spin energy}

\subsection{The vector and its sign}

The general bilinear energy is $E=\sum_{ab}S_A^aJ_{ab}S_B^b$. The antisymmetric part of the real matrix $J$ has three independent elements, which can be written as a vector:
\begin{equation}
\tfrac12(J_{ab}-J_{ba})=\sum_c\epsilon_{abc}D_c,
\qquad D_z=\tfrac12(J_{xy}-J_{yx}),
\end{equation}
and cyclically. Contracting with $S_A^aS_B^b$ gives Eq.~(\ref{anti}). The order of the sites matters: since $\mathbf S_B\times\mathbf S_A=-\mathbf S_A\times\mathbf S_B$, the same energy written from $B$ to $A$ has $\mathbf D_{BA}=-\mathbf D_{AB}$. This sign is the origin of $s$.

\subsection{How spins and their cross product transform}

A position transforms as $\mathbf r\to R\mathbf r$. A spin is an angular momentum and transforms like $\mathbf r\times\mathbf p$. To find that law, take arbitrary vectors $\mathbf u,\mathbf v,\mathbf w$. The triple product is a determinant, so
\begin{align}
(R\mathbf w)\cdot[(R\mathbf u)\times(R\mathbf v)]
&=(\det R)\,\mathbf w\cdot(\mathbf u\times\mathbf v)\nonumber\\
&=(R\mathbf w)\cdot[(\det R)\,R(\mathbf u\times\mathbf v)].
\end{align}
The second line uses the fact that $R$ preserves scalar products. Because $R\mathbf w$ is arbitrary,
\begin{equation}
(R\mathbf u)\times(R\mathbf v)=(\det R)\,R(\mathbf u\times\mathbf v).
\label{cross}
\end{equation}
Hence $\mathbf S\to P\mathbf S$ with $P=(\det R)R$. In three dimensions $\det P=(\det R)^3\det R=1$, so $P$ is always a proper rotation. Inversion has $P=1$ and leaves a spin unchanged. Applying Eq.~(\ref{cross}) to $P$ itself gives
\begin{equation}
(P\mathbf S_A)\times(P\mathbf S_B)=P(\mathbf S_A\times\mathbf S_B).
\end{equation}

\subsection{The transformed bond}

Move the surroundings, the sites and the spins together. The energy cannot change. Let $\mathbf D'$ belong to the transformed surroundings, still defined from the site at $-a$ to the site at $+a$. If the sites stay in place, the new spins are $P\mathbf S_A$ at $A$ and $P\mathbf S_B$ at $B$, so $J'=PJP^T$. If they are exchanged, the new spin at $A$ is $P\mathbf S_B$ and that at $B$ is $P\mathbf S_A$, so $J'=PJ^TP^T$. Either way the antisymmetric part of $J$ goes into the antisymmetric part of $J'$, and the two parts can be compared separately:
\begin{align}
\text{kept:}\quad
\mathbf D\cdot(\mathbf S_A\times\mathbf S_B)
&=\mathbf D'\cdot P(\mathbf S_A\times\mathbf S_B),\\
\text{exchanged:}\quad
\mathbf D\cdot(\mathbf S_A\times\mathbf S_B)
&=\mathbf D'\cdot P(\mathbf S_B\times\mathbf S_A)\nonumber\\
&=-\mathbf D'\cdot P(\mathbf S_A\times\mathbf S_B).
\end{align}
These hold for all spins, and $P^{-1}=P^T$. Therefore
\begin{equation}
\mathbf D'=sP\mathbf D .
\label{covariant}
\end{equation}
So far the surroundings need not be symmetric. If the operation is a symmetry, the transformed surroundings are the original ones, $\mathbf D'=\mathbf D$, and Eq.~(\ref{law}) follows.

\subsection{All possible operations and their consequences}

An operation that maps the segment $AB$ onto itself fixes $C$ and sends the $x$ direction to $\pm x$. The upper sign means that the sites are kept, so $R_{xx}=s$. Since $R$ is orthogonal, it acts separately on the $yz$ plane, as a rotation or as a reflection. This leaves four classes.

\emph{Rotation about $AB$} ($s=1$, rotation in $yz$). Here $P=R$, and $D_x$ is free. The transverse part must obey
\begin{equation}
\begin{pmatrix}\cos\phi-1&-\sin\phi\\ \sin\phi&\cos\phi-1\end{pmatrix}
\begin{pmatrix}D_y\\D_z\end{pmatrix}=0 .
\label{transverse}
\end{equation}
The determinant is $(\cos\phi-1)^2+\sin^2\phi=2(1-\cos\phi)$. It is nonzero unless $\phi$ is a multiple of $2\pi$, so $D_y=D_z=0$. This is rule 5.

\emph{Mirror containing $AB$} ($s=1$, reflection in $yz$). Choose $z$ along the normal, so that $R=\mathrm{diag}(1,1,-1)$. Then $P=-R=\mathrm{diag}(-1,-1,1)$, and Eq.~(\ref{law}) gives $D_x=-D_x$ and $D_y=-D_y$. Only $D_z$ survives, which is rule 3.

\emph{Twofold axis perpendicular to $AB$} ($s=-1$, reflection in $yz$). With the axis along $z$, $R=P=\mathrm{diag}(-1,-1,1)$ and $sP=\mathrm{diag}(1,1,-1)$. Hence $D_z=0$, which is rule 4.

\emph{Rotoreflection about $AB$} ($s=-1$, rotation in $yz$ by $\phi$). Now $\det R=-1$, so $sP=(-1)(-1)R=R$. The $x$ equation is $D_x=-D_x$, and the transverse equation is again Eq.~(\ref{transverse}). Thus
\begin{equation}
\det(sP-1)=-2\cdot2(1-\cos\phi)=-4(1-\cos\phi).
\end{equation}
For $\phi=0$ the operation is the perpendicular mirror, and $D_y,D_z$ remain free: rule 2. For every other angle in $0<\phi<2\pi$, $\mathbf D=0$. Inversion is the member $\phi=\pi$: rule 1. Every rotoreflection about the bond with $0<\phi<2\pi$ thus forbids $\mathbf D$. For an $S_n$ axis with $n\ge3$ odd, whose powers include the perpendicular mirror and an $n$-fold axis, or with $n=2,6,10,\dots$, whose powers include inversion, the five rules already give this. It is an addition to them when $n$ is a multiple of 4, as for $S_4$, where the five rules alone would leave $D_x$ free.

\subsection{Several symmetries together}

When the bond has a finite symmetry group $G$ with $|G|$ elements, $\mathbf D$ must satisfy Eq.~(\ref{law}) for each of them. Both $s$ and $P$ multiply when operations are combined, so the matrices $M_g=s_gP_g$ represent the group. Define
\begin{equation}
\Pi=\frac1{|G|}\sum_{g\in G}M_g .
\end{equation}
Multiplication by any $M_h$ merely reorders the sum, so $M_h\Pi=\Pi$ and every vector $\Pi\mathbf v$ is permitted. Conversely, a permitted $\mathbf D$ has $M_g\mathbf D=\mathbf D$ for all $g$, so $\Pi\mathbf D=\mathbf D$. The image of $\Pi$ is exactly the permitted space.

Two different mirrors containing $AB$ require $\mathbf D$ to be parallel to two different normals, hence $\mathbf D=0$. A bond can therefore lose its antisymmetric exchange without having an inversion centre. In the other direction, an inversion centre elsewhere in the crystal does not by itself make $\mathbf D$ vanish on this bond. It maps the bond to another one and relates the two vectors. The exception is a centre at a point $X$ for which $2(C-X)$ is a lattice translation, for example a centre at $A$ when $AB$ is a lattice vector: inversion and translation then combine into an inversion at $C$, and rule 1 applies.

\section{Second derivation: spin-dependent hopping}

The second route starts from electrons and obtains $\mathbf D$ explicitly. Let each site carry one electron in a nondegenerate real orbital, with hopping small compared with the energy of double occupation.

\subsection{The form of the hopping}

Let $c_A$ and $c_B$ be two-component spin operators. The hopping energy is
\begin{equation}
H_t=c_A^\dagger T c_B+c_B^\dagger T^\dagger c_A .
\end{equation}
Any $2\times2$ matrix can be written $T=q_0+\mathbf q\cdot\boldsymbol\sigma$ with complex coefficients. Time reversal requires $\sigma_yT^*\sigma_y=T$. Because $\sigma_y\boldsymbol\sigma^*\sigma_y=-\boldsymbol\sigma$, this means $q_0^*=q_0$ and $\mathbf q^*=-\mathbf q$. With a real vector $\mathbf c$,
\begin{equation}
T=t_0+i\,\mathbf c\cdot\boldsymbol\sigma .
\label{hop}
\end{equation}
The vector $\mathbf c$ describes the turning of the spin during a hop.

\subsection{Exchange from virtual hops}

Let $\tau=\sqrt{t_0^2+c^2}$, $\cos\theta=t_0/\tau$ and $\mathbf n\sin\theta=\mathbf c/\tau$ with $|\mathbf n|=1$. Then $T=\tau W$, where $W=\cos\theta+i\sin\theta\,\mathbf n\cdot\boldsymbol\sigma$ is unitary. In terms of $d_B=Wc_B$ the hopping is $\tau(c_A^\dagger d_B+d_B^\dagger c_A)$ and conserves spin. The repulsion depends only on the site occupations, which $W$ does not change.

Let $E_A$ and $E_B$ be the costs of placing both electrons on $A$ or on $B$. A triplet of the spins $\mathbf S_A$ and $\tilde{\mathbf S}_B=d_B^\dagger(\boldsymbol\sigma/2)d_B$ cannot hop, by the Pauli principle. The normalized singlet reaches each doubly occupied state with amplitude $\sqrt2\,\tau$: two terms of size $\tau/\sqrt2$ add. Second-order perturbation theory lowers it by
\begin{equation}
K=2\tau^2\left(\frac1{E_A}+\frac1{E_B}\right).
\end{equation}
The singlet projector is $\frac14-\mathbf S_A\cdot\tilde{\mathbf S}_B$, so
\begin{equation}
H_{\rm spin}=K\left(\mathbf S_A\cdot\tilde{\mathbf S}_B-\tfrac14\right).
\end{equation}

It remains to return to the global frame. Using $[\boldsymbol\sigma,\mathbf n\cdot\boldsymbol\sigma]=2i\,\mathbf n\times\boldsymbol\sigma$ and $(\mathbf n\cdot\boldsymbol\sigma)\boldsymbol\sigma(\mathbf n\cdot\boldsymbol\sigma)=2\mathbf n(\mathbf n\cdot\boldsymbol\sigma)-\boldsymbol\sigma$,
\begin{align}
W^\dagger\boldsymbol\sigma W
={}&\cos^2\theta\,\boldsymbol\sigma
+i\sin\theta\cos\theta\,[\boldsymbol\sigma,\mathbf n\cdot\boldsymbol\sigma]\nonumber\\
&+\sin^2\theta\,(\mathbf n\cdot\boldsymbol\sigma)\boldsymbol\sigma(\mathbf n\cdot\boldsymbol\sigma)\nonumber\\
={}&\cos2\theta\,\boldsymbol\sigma-\sin2\theta\,\mathbf n\times\boldsymbol\sigma\nonumber\\
&+(1-\cos2\theta)\,\mathbf n(\mathbf n\cdot\boldsymbol\sigma).
\end{align}
The first and third terms give symmetric exchange. For the second, $-\mathbf S_A\cdot(\mathbf n\times\mathbf S_B)=\mathbf n\cdot(\mathbf S_A\times\mathbf S_B)$. Since $\sin2\theta\,\mathbf n=2t_0\mathbf c/\tau^2$,
\begin{equation}
\mathbf D=K\sin2\theta\,\mathbf n
=4\left(\frac1{E_A}+\frac1{E_B}\right)t_0\,\mathbf c .
\label{micro}
\end{equation}
For $E_A=E_B=U$ this is $\mathbf D=8t_0\mathbf c/U$. It needs both an ordinary and a spin-turning part of the hop.

\subsection{Symmetry of the hop}

Let $u$ be the spin-$\frac12$ matrix of the rotation $P$, so that $u(\mathbf c\cdot\boldsymbol\sigma)u^\dagger=(P\mathbf c)\cdot\boldsymbol\sigma$. The real orbitals may also change sign, and $\eta=\pm1$ denotes the product of their two signs. If the sites are kept, the transformed amplitude from $B$ to $A$ is
\begin{equation}
T'=\eta\,uTu^\dagger=\eta\,[t_0+i(P\mathbf c)\cdot\boldsymbol\sigma].
\end{equation}
If they are exchanged, $\eta\,uTu^\dagger$ is the amplitude from $A$ to $B$. The amplitude from $B$ to $A$ is its Hermitian conjugate,
\begin{equation}
T'=\eta\,[t_0-i(P\mathbf c)\cdot\boldsymbol\sigma].
\end{equation}
Both cases are contained in $t_0'=\eta t_0$ and $\mathbf c'=\eta sP\mathbf c$. The sum $1/E_A+1/E_B$ is unchanged by an exchange of sites, and $\eta^2=1$. Equation~(\ref{micro}) then gives $\mathbf D'=sP\mathbf D$, the same law as Eq.~(\ref{covariant}). The sign $s$, which came from the cross product before, now comes from reversing the direction of the hop. The five rules follow through the same classification.

\subsection{A ligand as the source of the spin rotation}

Suppose an empty ligand $p$ shell at energy $\Delta$ has spin-orbit energy $\lambda\,\mathbf l\cdot\mathbf s$. Let $\mathbf n_A$ and $\mathbf n_B$ be unit vectors from $A$ and $B$ to the ligand, with equal $s$--$p$ hopping amplitudes $V\mathbf n_A$ and $V\mathbf n_B$, and let $t_d$ be the direct hopping. When $V$, $\lambda$ and the double-occupation energy are all small compared with $\Delta$, elimination of the ligand gives
\begin{equation}
T\simeq t_d-V^2\,\mathbf n_A^T
\left(\frac1\Delta-\frac{\lambda\,\mathbf l\cdot\mathbf s}{\Delta^2}\right)\mathbf n_B .
\end{equation}
With $(l_k)_{ij}=-i\epsilon_{kij}$ and $\mathbf s=\boldsymbol\sigma/2$, comparison with Eq.~(\ref{hop}) yields
\begin{equation}
t_0=t_d-\frac{V^2}{\Delta}\,\mathbf n_A\cdot\mathbf n_B,\qquad
\mathbf c=-\frac{\lambda V^2}{2\Delta^2}\,\mathbf n_A\times\mathbf n_B .
\label{ligand}
\end{equation}
The vector $\mathbf c$ is normal to the plane of the three atoms, as rule 3 demands. It vanishes for a straight bond and is linear in $\lambda$.

\section{Numbers for a model bond}

The numerical output refers to two electrons on two $s$ sites with $a=1.8$~\AA, $U=6$~eV, ligand level $5$~eV, $\lambda=0.4$~eV and $t_d=0.1$~eV. The matrix $J$ was extracted from the four lowest states of the full two-electron problem, without the approximations of the second derivation. In the clusters used, these states lie at least $2.78$~eV below the next one, so a two-spin description is meaningful. The model omits ligand repulsion, direct Coulomb exchange and further orbitals. Its magnitudes are illustrative.

\subsection{The transformation law}

A cluster with two ligands and no symmetry has
\begin{equation}
\mathbf D=(0.802,\;4.838,\;-5.935)\times10^{-4}\ \text{eV}.
\end{equation}
Rotating the ligands by $0.7$~rad about $AB$ should leave $D_x$ alone and rotate the rest:
\begin{align}
D_y'&=(4.838\cos0.7+5.935\sin0.7)\times10^{-4}\ \text{eV}\nonumber\\
&=7.52\times10^{-4}\ \text{eV},\\
D_z'&=(4.838\sin0.7-5.935\cos0.7)\times10^{-4}\ \text{eV}\nonumber\\
&=-1.42\times10^{-4}\ \text{eV}.
\end{align}
The separately diagonalized rotated cluster gives these values. Inversion reverses all three components although it leaves spins unchanged: the whole effect is the exchange of the sites. The perpendicular mirror reverses only $D_x$, and the mirror $z\to-z$ reverses $D_x$ and $D_y$. Each agrees with $sP$.

\subsection{Permitted and forbidden components}

In clusters built with the listed symmetries, every forbidden component is zero to within rounding. The permitted ones are present: for example, a twofold axis along $AB$ leaves $D_x=1.3\times10^{-4}$~eV, and a mirror containing $AB$ leaves $D_z=-1.5\times10^{-3}$~eV. For each type with permitted components, as many geometries as there are such components were computed, and their vectors span the full permitted space, so for these symmetries no further general restriction is hidden. Where $\mathbf D=0$, including the $S_4$ case, moving one ligand restored a nonzero vector.

The component along $AB$ has a special status in Eq.~(\ref{ligand}). Both $\mathbf n_A$ and $\mathbf n_B$ lie in a plane containing $AB$, so their cross product has no $x$ component. Adding the contributions of many ligands does not change this. The nonzero $D_x$ must therefore come from terms beyond that approximation, such as paths that visit two ligands.

\subsection{The bent bond}

Place one ligand at $(0,y,0)$. The $xy$ plane is a mirror containing $AB$, so $\mathbf D$ points along $z$. The computed values, with $\bar J=\frac13\mathrm{Tr}\,J$, are
\begin{center}
\begin{tabular}{rrr}
$y$ (\AA) & $\bar J$ (eV) & $D_z$ (eV)\\
$0.0$ & $0.0904$ & $0$\\
$0.6$ & $0.0524$ & $-0.00263$\\
$1.2$ & $0.0157$ & $-0.00142$\\
$-1.2$ & $0.0157$ & $0.00142$
\end{tabular}
\end{center}
At $y=0$ inversion about $C$ is restored and $\mathbf D$ vanishes. Moving the ligand from $y=1.2$ to $-1.2$~\AA{} is an inversion, so the sign reverses. Ligands at both positions restore the inversion centre, and $\mathbf D=0$ again.

Bending does not simply enlarge $D_z$: its magnitude falls between $0.6$ and $1.2$~\AA. The ratio $|D_z|/\bar J$ nevertheless grows, from $0.00263/0.0524=0.050$ to $0.00142/0.0157=0.09$. Equation~(\ref{ligand}) offers a qualitative reading. For this geometry
\begin{equation}
\mathbf n_A\cdot\mathbf n_B=\frac{y^2-a^2}{y^2+a^2},\qquad
(\mathbf n_A\times\mathbf n_B)_z=\frac{2ay}{y^2+a^2}.
\end{equation}
For $0<y<a$, bending increases the second factor but reduces $t_0$, both through the angle and through the decay of $V$ with distance. The same decay weakens $\mathbf c$, which is also proportional to $V^2$. The product $t_0c_z$ can therefore pass through a maximum in magnitude. With $\lambda>0$ it is negative for $y>0$ as long as $t_0>0$, which holds for the positive $t_d$ and the $V$ of this model and agrees with the computed signs. The sign of $t_d$ relative to $V^2$ cannot be removed by redefining orbital phases. For negative $t_d$, the usual sign between two $s$ orbitals, $t_0$ can pass through zero as the bond bends, and $D_z$ then changes sign on the same side of the bond. Because $U$ is not small compared with $\Delta$ here, Eq.~(\ref{ligand}) is not used for magnitudes.

\section{What each derivation assumes}

The first derivation needs no small parameter and holds for any spin length. It assumes that a bilinear energy of two spins exists and that both spins transform with the same $P$. If site-dependent pseudospin frames are used, the spins acquire different matrices $P_A$ and $P_B$. For kept sites $J'=P_AJP_B^T$, which can mix symmetric and antisymmetric exchange, and the rules cannot then be applied to the new components without transforming back.

The second derivation assumes one electron in one nondegenerate orbital per site, and it is of second order in the hopping. In return it gives a magnitude and a mechanism. It can also be more restrictive: if a symmetry has $\eta=-1$, then $t_0=-t_0=0$, and $\mathbf D$ vanishes even when Eq.~(\ref{law}) permits it. Higher orders in the hopping do not change this within the two-orbital model: in terms of $d_B$ the model is invariant under spin rotations, so the exchange keeps the form $K\,\mathbf S_A\cdot\tilde{\mathbf S}_B$, and $\sin2\theta=0$. That zero is a property of the hopping model; Eq.~(\ref{law}) alone does not require it.

The two also explain differently why spin-orbit coupling is needed. In the first, without it the spins can be rotated while the lattice stays fixed. Then $\mathbf D=P\mathbf D$ for every rotation $P$, and only $\mathbf D=0$ is possible. In the second, $\mathbf c=0$ because no hop turns the spin. For the bent bond, doubling a weak $\lambda$ from $0.01$ to $0.02$~eV multiplies $D_z$ by $2.00$, consistent with a linear onset.

Both derivations require a symmetry of the surroundings, not merely of the two points $A$ and $B$. At a film surface with normal $\mathbf N$, suppose the plane spanned by $AB$ and $\mathbf N$ is a mirror. Rule 3 then puts $\mathbf D$ in the film, perpendicular to the bond. At a fixed angle between the spins, Eq.~(\ref{anti}) is lowest when $\mathbf S_A\times\mathbf S_B$ is antiparallel to $\mathbf D$, so this term favours spins turning in the plane of $AB$ and $\mathbf N$. If instead an $n$-fold axis along the bond makes $\mathbf D\parallel AB$, the favoured turning plane is perpendicular to the bond. In these two cases the symmetry of the surroundings fixes the direction of $\mathbf D$ up to its sign and so selects the plane in which the antisymmetric exchange turns the spins, while the sign of $\mathbf D$ selects the sense. This is the preference of the antisymmetric term alone. The symmetric anisotropy of the same bond can cancel it: in the hopping model, with the spins treated as classical vectors of fixed length, $K\,\mathbf S_A\cdot\tilde{\mathbf S}_B$ has the same lowest value for every direction of $\mathbf S_A$, so a single bond prefers no plane.

\section*{Values computed for the example and the checks}
\begin{verbatim}
a = 1.8 A, U = 6.0 eV, p level = 5.0 eV
spin-orbit = 0.4 eV, direct hopping = 0.1 eV
s-p hopping 0.8 eV, p-p sigma 0.5 eV at 2 A; pi/sigma -0.3
Cluster without symmetry, ligand positions (A):
     0.6000   1.6914   0.6156
    -0.8000   0.9000   1.5588
D before (eV):             0.0000802   0.0004838  -0.0005935
inversion                 -0.0000802  -0.0004838   0.0005935
mirror perp. to AB        -0.0000802   0.0004838  -0.0005935
mirror z -> -z            -0.0000802  -0.0004838  -0.0005935
tilted mirror with AB     -0.0000802   0.0000887  -0.0007606
C2 along z                 0.0000802   0.0004838   0.0005935
tilted C2 perp. to AB      0.0000802  -0.0000887   0.0007606
rotation 0.7 rad on AB     0.0000802   0.0007524  -0.0001423
rotoreflection 1.1 rad    -0.0000802   0.0007484   0.0001620
largest error of the transformation law: 1.5e-14 eV
free components of D at 0, 60, 90, 120, 180 degrees about AB:
  rotation        [3, 1, 1, 1, 1]
  rotoreflection  [2, 0, 0, 0, 0]
Symmetric clusters: D (eV) of the first geometry
no symmetry            0.0000753   0.0004080  -0.0005094
inversion at C         0.0000000   0.0000000   0.0000000
  one ligand moved    -0.0000209  -0.0000363   0.0000616
mirror perp. to AB     0.0000000   0.0005185  -0.0005031
mirror xy, has AB      0.0000000   0.0000000  -0.0015210
C2 along z             0.0000719   0.0007317   0.0000000
C2 along AB            0.0001269   0.0000000   0.0000000
C3 along AB            0.0001120   0.0000000   0.0000000
two mirrors with AB    0.0000000   0.0000000   0.0000000
  one ligand moved    -0.0000080  -0.0000846   0.0000724
S4 along AB            0.0000000   0.0000000   0.0000000
  one ligand moved    -0.0000064  -0.0000097   0.0000132
largest forbidden component: 1.4e-15 eV
smallest singular value of allowed D sets: 5.5e-06 eV
Bent bond: y (A), mean J (eV), D_x D_y D_z (eV)
  0.0  0.0903974   0.0000000   0.0000000   0.0000000
  0.6  0.0524487   0.0000000   0.0000000  -0.0026348
  1.2  0.0156986   0.0000000   0.0000000  -0.0014240
 -1.2  0.0156986   0.0000000   0.0000000   0.0014240
ligands at y = +1.2 and -1.2 A:   0.0000000   0.0000000   0.0000000
largest |D| component without spin-orbit: 2.9e-16 eV
D_z(0.02 eV) / D_z(0.01 eV) = 2.0025
smallest gap above the four spin states: 2.785 eV
smallest weight on one electron per site: 0.776
\end{verbatim}
